# Tunnel splitting of the two-site Holstein model: diagonalisation against Lang-Firsov

**Question**

I have one carrier on two equivalent molecules, each with its own vibration:

$$H=-t(c_1^\dagger c_2+c_2^\dagger c_1)+\hbar\omega\sum_{i=1,2} b_i^\dagger b_i+g\hbar\omega\sum_{i=1,2} n_i(b_i+b_i^\dagger).$$

I want the splitting of the lowest two levels for $t=15$ meV, $\hbar\omega=170$ meV and $g^2=0.5$. With no phonons in the basis I get $2t=30$ meV, and the number drops as I add phonons. The Lang-Firsov argument is supposed to give $2t\,e^{-g^2}$ when $\hbar\omega\gg t$.

How should I truncate the basis, and where does the exponent come from? If my converged number still differs from the formula, how do I tell a truncation error from a real failure of the approximation?

**Answer**

Take $t>0$ and real $g>0$. Your $g$ is dimensionless, and the exponent below belongs to this definition of it. The plan is to remove one oscillator, use parity to split what remains into two small matrices, and then expand in $t$ to see what Lang-Firsov omits.

**Removing one oscillator**

Define $b_\pm=(b_1\pm b_2)/\sqrt2$. This rotation preserves the commutators and the total phonon number. Since $n_1+n_2=1$, and with $\sigma_z=n_1-n_2$,

$$n_1b_1+n_2b_2=\frac{b_+}{\sqrt2}+\sigma_z\frac{b_-}{\sqrt2}.$$

The symmetric mode does not know where the carrier is. Completing the square,

$$b_+^\dagger b_++\frac g{\sqrt2}(b_++b_+^\dagger)=\Big(b_+^\dagger+\frac g{\sqrt2}\Big)\Big(b_++\frac g{\sqrt2}\Big)-\frac{g^2}2 ,$$

so it lowers all levels by $g^2\hbar\omega/2$ and cannot affect the splitting. Write $b$ for $b_-$ and $\alpha=g/\sqrt2$. What remains is

$$H_r=-t\sigma_x+\hbar\omega\, b^\dagger b+\alpha\hbar\omega\,\sigma_z(b+b^\dagger).$$

**The truncated matrix**

Let $\Pi=(-1)^{b^\dagger b}$. Then $\Pi b\Pi=-b$ and $\sigma_x\sigma_z\sigma_x=-\sigma_z$, so the two signs cancel in the coupling and $P=\sigma_x\Pi$ commutes with $H_r$. Its eigenvalues are $p=\pm1$. Because $\Pi^2=1$, we have $\sigma_x=p\,\Pi$ in sector $p$. There is thus one basis state for each phonon number $n$, and the matrix is tridiagonal:

$$H_{nn}=n\hbar\omega-pt(-1)^n,\qquad H_{n,n+1}=\alpha\hbar\omega\sqrt{n+1}.$$

Keep $n=0,\dots,n_{\max}$ and define $\Delta=E_{p=-1}-E_{p=+1}$ from the lowest level of each sector.

You can do $n_{\max}=1$ by hand. The off-diagonal element is $\alpha\hbar\omega=0.5\times170=85$ meV, and the lower root of each $2\times2$ matrix is

$$E_p=\frac{\hbar\omega}2-\sqrt{\Big(\frac{\hbar\omega}2+pt\Big)^2+(\alpha\hbar\omega)^2}.$$

Hence $\Delta=\sqrt{100^2+85^2}-\sqrt{70^2+85^2}=21.13$ meV. Larger bases give 18.53 meV at $n_{\max}=2$, 18.098 meV at 4 and 18.0953 meV at both 8 and 12. The last figure is converged, so any remaining difference from Lang-Firsov is not a truncation error. If you keep both site oscillators and limit their total phonon number instead, the early figures differ (23.60 meV with at most one phonon), but the result converges to the same 18.0953 meV.

**Where the exponent comes from**

Set $t=0$ and put the carrier on one site, $\sigma_z=s=\pm1$. Completing the square again gives

$$b^\dagger b+s\alpha(b+b^\dagger)=(b^\dagger+s\alpha)(b+s\alpha)-\alpha^2 .$$

The ground state obeys $b|\psi\rangle=-s\alpha|\psi\rangle$: it is a coherent state of amplitude $-s\alpha$. The relative mode contributes a relaxation energy $\alpha^2\hbar\omega=g^2\hbar\omega/2$, and with the symmetric mode the total is $g^2\hbar\omega$, here 85 meV.

For real amplitudes, $|\beta\rangle=e^{-\beta^2/2}\sum_n(\beta^n/\sqrt{n!})|n\rangle$, so

$$\langle\beta|\gamma\rangle=e^{-(\beta^2+\gamma^2)/2+\beta\gamma}=e^{-(\beta-\gamma)^2/2}.$$

The two oscillator states differ by $2\alpha$, and their overlap is $e^{-2\alpha^2}=e^{-g^2}$. Hopping therefore couples the two degenerate ground states with matrix element $-t\,e^{-g^2}$. The levels move by $\mp t\,e^{-g^2}$, and

$$\Delta_{\rm LF}=2t\,e^{-g^2}=30\times0.60653=18.196\ \text{meV}.$$

To first order in $t$, tunnelling is reduced by the overlap of the two distorted vibrational states. This value exceeds the diagonalised one by 0.56 per cent of the latter.

**What Lang-Firsov omits**

In sector $p$, put $a=b+\alpha$. Then

$$H_p=\hbar\omega\,a^\dagger a-\alpha^2\hbar\omega-pt\,\Pi .$$

Sector and hopping enter only through the product $pt$. Even orders in $t$ are therefore equal in the two sectors and cancel in $\Delta$; the first correction is of third order.

Let $|\tilde n\rangle$ be the eigenstates of $a^\dagger a$, $W_{mn}=\langle\tilde m|\Pi|\tilde n\rangle$ and $\lambda=4\alpha^2=2g^2$. The state $|\tilde0\rangle$ has $b$-amplitude $-\alpha$. Parity turns this into $+\alpha$, which is $a$-amplitude $2\alpha=\sqrt\lambda$. Hence

$$W_{n0}=e^{-\lambda/2}\frac{\lambda^{n/2}}{\sqrt{n!}},\qquad W_{00}=e^{-g^2}.$$

Third-order perturbation theory with $V=-ptW$ gives

$$E_p^{(3)}=-\frac{pt^3}{(\hbar\omega)^2}\Big[\sum_{m,n\ge1}\frac{W_{0m}W_{mn}W_{n0}}{mn}-W_{00}\sum_{n\ge1}\frac{W_{n0}^2}{n^2}\Big].$$

Subtracting the sectors turns $-p$ into $+2$. Dividing by $2t\,W_{00}$,

$$\Delta=2t\,e^{-g^2}\Big[1+C\Big(\frac t{\hbar\omega}\Big)^2+O\Big(\frac t{\hbar\omega}\Big)^4\Big]\quad\text{at fixed }g,$$

where $C$ is the square bracket of the previous equation divided by $W_{00}$.

The double sum needs $W_{mn}$. Use unnormalised coherent states $|z)=\sum_n(z^n/\sqrt{n!})|\tilde n\rangle$ with real $z$, for which $(z|z')=e^{zz'}$. From $\Pi a\Pi=-b+\alpha=\sqrt\lambda-a$,

$$a\,\Pi|z)=\Pi(\sqrt\lambda-a)|z)=(\sqrt\lambda-z)\,\Pi|z),$$

so $\Pi|z)=N(z)\,|\sqrt\lambda-z)$. Parity preserves the norm, which requires $e^{z^2}=N^2e^{(\sqrt\lambda-z)^2}$, or $|N|=e^{\sqrt\lambda z-\lambda/2}$. $N$ is real, continuous and never zero, and $N(0)=W_{00}>0$, so it is positive. Since $\sum_n y^nW_{n0}|\tilde n\rangle=e^{-\lambda/2}|y\sqrt\lambda)$,

$$\sum_{m,n\ge0}x^my^nW_{0m}W_{mn}W_{n0}=e^{-\lambda}(x\sqrt\lambda|\Pi|y\sqrt\lambda)=e^{-3\lambda/2}e^{\lambda(x+y-xy)}.$$

Now subtract the terms with $m=0$ or $n=0$, and use $1/m=\int_0^1x^{m-1}dx$ and the same for $n$:

$$C=e^{-\lambda}\Big\{\int_0^1\!\!\int_0^1\frac{e^{\lambda(x+y-xy)}-e^{\lambda x}-e^{\lambda y}+1}{xy}\,dx\,dy-\sum_{n\ge1}\frac{\lambda^n}{n!\,n^2}\Big\}.$$

For your $g^2=0.5$ this is $C=-0.7124$, and

$$\Delta\simeq18.196\,[1-0.7124\,(0.0882)^2]=18.095\ \text{meV},$$

in agreement with the diagonalisation. Your discrepancy is the omitted third-order term.

**Weak coupling as a second limit**

For small $\lambda$ the integrand tends to $-\lambda$ and the sum to $\lambda$, so $C\to-2\lambda=-4g^2$. You can confirm this by perturbing in $g$ instead, with $2t<\hbar\omega$ and the difference $\hbar\omega-2t$ much larger than the coupling element $g\hbar\omega/\sqrt2$. The coupling flips $\sigma_x$ and creates one phonon. This costs $\hbar\omega+2t$ from the lower electronic state and $\hbar\omega-2t$ from the upper one:

$$\Delta\simeq2t-\frac{g^2(\hbar\omega)^2}2\Big[\frac1{\hbar\omega-2t}-\frac1{\hbar\omega+2t}\Big]=2t\Big[1-\frac{g^2}{1-4(t/\hbar\omega)^2}\Big].$$

Expanding the fraction gives $1-g^2-4g^2(t/\hbar\omega)^2$, the same correction. The upper state is pushed down more because its energy denominator is smaller, and this reduces the splitting below $2t$. Lang-Firsov gives the fractional reduction as $g^2$ at this order, but the true one is $g^2/[1-4(t/\hbar\omega)^2]$, which is larger. Under these conditions the formula therefore overestimates the splitting. Close to $2t=\hbar\omega$ the expansion in $g$ breaks down and the matrix must be diagonalised.

**When the formula fails**

Over a scan of $g^2$ from 0.02 to 10, $C$ runs from $-0.714$ near $g^2=0.46$ to $+0.281$ near $g^2=3.8$, changing sign at $g^2=1.75$. Your coupling is close to the worst case. By the leading term, the correction there reaches 1 per cent of $\Delta_{\rm LF}$ at $t/\hbar\omega\approx0.12$.

The diagonalised ratio $\Delta/\Delta_{\rm LF}$ shows the trend at two fixed couplings:

| $t/\hbar\omega$ | $g^2=0.5$ | $g^2=4$ |
|---|---|---|
| 0.1 | 0.993 | 1.003 |
| 0.5 | 0.846 | 1.071 |
| 1 | 0.608 | 1.288 |
| 2 | 0.359 | 2.095 |

Stronger coupling repairs the formula only slowly: at $t=2\hbar\omega$ the true splitting is about twice the estimate for $g^2=4$, and the ratio is still 1.43 at $g^2=25$ and 1.12 at $g^2=100$.

At weak coupling with $2t>\hbar\omega$, even the meaning of $\Delta$ changes. The lower electronic state with one phonon has $\sigma_x=+1$ and $\Pi=-1$, hence odd parity. As $g\to0$ it lies $\hbar\omega$ above the ground state, below the upper electronic state at $2t$. The gap is then a vibrational excitation, not a tunnel splitting. The $g^2=0.5$ entries in the table at $t/\hbar\omega=1$ and 2 are already largely of this kind.

**Reading the number for a real pair**

Your parameters are roughly those of a hole on a weakly coupled neighbouring pair in a naphthalene crystal, with one effective carbon-carbon stretching mode. They are rough model inputs, and 18.1 meV is not a measured splitting. Several omitted effects exceed the 0.1 meV Lang-Firsov error:

- **A softer local mode.** Each relative mode supplies its own overlap factor, so the exponents add. Moving a fifth of the 85 meV relaxation energy to a 65 meV mode gives $0.400+17/65=0.66$ in place of 0.50. Diagonalising with both modes gives 15.2 meV, 16 per cent below 18.1 meV.
- **Unequal sites.** A 10 meV site-energy mismatch raises the gap to 20.6 meV, close to $\sqrt{18.1^2+10^2}$. Part of that gap is no longer due to tunnelling.
- **Intermolecular motion.** Take an 8 meV vibration of the pair at 300 K and $t\propto e^{-x/\ell}$ with an assumed $\ell=0.05$ nm. Two naphthalene molecules of 128 u have reduced mass $\mu=64$ u. With $\hbar\Omega=8$ meV, the rms change of separation is $\sqrt{(\hbar/2\mu\Omega)\coth(\hbar\Omega/2k_BT)}\approx0.016$ nm. In a linear estimate the rms variation of $t$ is this length divided by $\ell$, or roughly a third.

Thermal excitation of the 170 meV mode itself matters little. Averaging the overlap at 300 K changes the exponent from 0.5000 to $g^2\coth(\hbar\omega/2k_BT)=0.5014$. But $k_BT=25.9$ meV exceeds the splitting, so both levels are populated. With $t$ fluctuating by a third as well, the rigid-pair splitting should not be used by itself to predict room-temperature transport. The full convergence sequence and the remaining ratios are in the numerical output.

## Numbers as computed

```
transfer energy t = 15.0 meV
phonon energy = 170.0 meV
coupling g^2 = 0.50, g = 0.7071 (dimensionless)
relaxation energy g^2 w = 85.0 meV
ratio t/w = 0.0882
bare splitting 2t = 30.00 meV
overlap exp(-g^2) = 0.60653
splitting, n_max =  0: 30.000000 meV
splitting, n_max =  1: 21.130470 meV
splitting, n_max =  2: 18.529131 meV
splitting, n_max =  3: 18.139101 meV
splitting, n_max =  4: 18.098386 meV
splitting, n_max =  6: 18.095356 meV
splitting, n_max =  8: 18.095349 meV
splitting, n_max = 12: 18.095349 meV
converged splitting = 18.0953 meV = 0.0180953 eV
Lang-Firsov splitting = 18.1959 meV = 0.0181959 eV
Lang-Firsov error = 0.556 per cent
correction coefficient C = -0.7124
splitting with correction = 18.0950 meV
smallest C on scan = -0.7141 at g^2 = 0.46
largest C on scan = 0.2806 at g^2 = 3.82
C changes sign at g^2 = 1.7486
t/w for 1 per cent error at worst g^2, leading term = 0.118
largest error at t/w = 0.1, g^2 from 0.1 to 6 = 0.708 per cent
ratio of diagonalised to Lang-Firsov splitting:
  t/w = 0.05: 0.9982 (g^2 = 0.5), 1.0007 (g^2 = 4)
  t/w = 0.10: 0.9929 (g^2 = 0.5), 1.0028 (g^2 = 4)
  t/w = 0.20: 0.9720 (g^2 = 0.5), 1.0112 (g^2 = 4)
  t/w = 0.50: 0.8462 (g^2 = 0.5), 1.0707 (g^2 = 4)
  t/w = 1.00: 0.6075 (g^2 = 0.5), 1.2883 (g^2 = 4)
  t/w = 2.00: 0.3585 (g^2 = 0.5), 2.0951 (g^2 = 4)
temperature = 300 K, kT = 25.85 meV
thermal exponent = 0.50140
2t exp(-thermal exponent) = 18.1705 meV
gap with site mismatch 10 meV = 20.643 meV
soft local mode = 65 meV, energy share = 0.20
two-mode exponents: hard 0.400, soft 0.2615
two-mode splitting = 15.211 meV, Lang-Firsov 15.482 meV
intermolecular mode = 8.0 meV, decay length = 0.050 nm
molecular mass = 128.17 u
rms change of separation at 300 K = 0.0163 nm
linear estimate of rms change of t = 32.6 per cent
```
